# Symmetry filtering in a C4v junction at zero transverse wavevector

Consider a left lead, a barrier and a right lead, stacked in atomic layers $j$ along $z$ and sharing one square in-plane lattice. Transport is coherent and elastic, so the energy $E$ and the transverse wavevector $\mathbf k=(k_x,k_y)$ are conserved. One spin channel is treated at a time: the magnetizations are collinear, and spin-orbit coupling and orbital magnetic fields are absent. Hartree atomic units are used, with $\hbar=1$.

The junction is called ideal if its whole Hamiltonian, interfaces included, is invariant under the point group $C_{4v}$ about one common axis normal to the layers. The group contains the rotations by multiples of $90^\circ$ and four vertical mirrors, and none of its operations exchanges the leads. Its irreducible representations (irreps) are $A_1$, which is fully symmetric; $A_2$; $B_1$, which transforms as $x^2-y^2$; $B_2$, which transforms as $xy$; and the two-dimensional $E$, which transforms as $(x,y)$. The orbitals $s$, $p_z$ and $d_{z^2}$ all belong to $A_1$. In band notation $A_1,B_1,B_2,E$ are $\Delta_1,\Delta_2,\Delta_{2'},\Delta_5$.

The claim is that at $\mathbf k=0$ no flux passes between channels of different irreps, whatever the barrier thickness. Fourfold symmetry of each separate layer would not suffice, because the layers could have different axes.

Let $\psi_j$ be the column of orbital amplitudes in layer $j$, in an orthonormal basis. With $h_j$ the Hamiltonian of a layer and $U_j$ its coupling to the next, the stationary equation is

$$U_{j-1}^\dagger\psi_{j-1}+(h_j-E)\psi_j+U_j\psi_{j+1}=0. \tag{1}$$

Layers coupled beyond nearest neighbours can be grouped into thicker layers to reach this form. The left lead occupies $j\le0$, the barrier $1\le j\le N$, and the right lead $j\ge N+1$.

The flux follows from the time-dependent equation for layer $j+1$:

$$\frac{d}{dt}|\psi_{j+1}|^2=2\,\mathrm{Im}(\psi_{j+1}^\dagger U_j^\dagger\psi_j)+2\,\mathrm{Im}(\psi_{j+1}^\dagger U_{j+1}\psi_{j+2}).$$

The Hermitian $h_{j+1}$ drops out. Complex conjugation turns the second term into $-2\,\mathrm{Im}(\psi_{j+2}^\dagger U_{j+1}^\dagger\psi_{j+1})$, so the right side is inflow minus outflow, with

$$J_j=2\,\mathrm{Im}(\psi_{j+1}^\dagger U_j^\dagger\psi_j). \tag{2}$$

In a stationary state $J_j$ does not depend on $j$.

In a lead the solutions are $\psi_j=\lambda^j\varphi$. Those with $|\lambda|=1$ are open channels and the others are evanescent. For $\lambda=e^{iq}$, equation (2) gives $J=\varphi^\dagger(dH_q/dq)\varphi$, where $H_q=h+Ue^{iq}+U^\dagger e^{-iq}$, so for $\varphi^\dagger\varphi=1$ the flux is the group velocity in layers per unit time. Its sign separates right-movers from left-movers. I assume that $E$ is not at a band edge, where this velocity vanishes.

The form $J(\psi,\chi)=-i(\psi_{j+1}^\dagger U^\dagger\chi_j-\psi_j^\dagger U\chi_{j+1})$ is conserved for any two solutions. For two lead modes it varies as $(\lambda_m^*\lambda_n)^j$, and hence vanishes unless $\lambda_m^*\lambda_n=1$. Open modes with different $\lambda$ are therefore flux-orthogonal, and an open mode has no cross flux with an evanescent one. Modes with equal $\lambda$ can be chosen flux-orthogonal by diagonalizing the velocity matrix. Each open mode is then scaled to flux $\pm1$.

For incoming amplitudes $a$ in the left lead, let $ra$ be the reflected and $ta$ the transmitted amplitudes. Equal flux on both sides gives $|a|^2-|ra|^2=|ta|^2$ for every $a$, or $r^\dagger r+t^\dagger t=1$. The total transmission is $T=\mathrm{Tr}\,t^\dagger t$.

The transmitted amplitudes are unique. The difference of two solutions with the same incoming wave has only outgoing amplitudes $r'$ and $t'$. Its flux is $-|r'|^2$ on the left and $|t'|^2$ on the right; these are equal, so both vanish. What may remain is a bound state, which does not affect $t$.

Next, the symmetry acts on (1). A Bloch matrix is a sum $M(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}m(\mathbf R)$ over lateral displacements. Invariance under an operation $g$, represented on the orbitals by a unitary $D(g)$, means $m(g\mathbf R)=D(g)m(\mathbf R)D(g)^\dagger$. Substituting $\mathbf R'=g\mathbf R$ and using $\mathbf k\cdot g^{-1}\mathbf R'=(g\mathbf k)\cdot\mathbf R'$, one finds

$$D(g)M(\mathbf k)D(g)^\dagger=M(g\mathbf k). \tag{3}$$

If $g$ moves an atom to an equivalent atom in another cell, $D(g)$ includes that relabelling. The phase of the accompanying lattice translation is one at $\mathbf k=0$. There $g\mathbf k=\mathbf k$ for all eight operations, and every $h_j$ and $U_j$ commutes with the group, in the sense that $D$ acts on the orbitals of the appropriate layer.

Thus $D(g)$ turns a solution of (1) at $\mathbf k=0$ into another at the same energy. It leaves $\lambda$ and the flux form unchanged, so it maps right-moving open modes of a lead among themselves. If these modes are the columns of $\Phi_L$, then $D(g)\Phi_L=\Phi_LD_L(g)$. Preservation of unit fluxes and zero cross fluxes makes $D_L(g)$ unitary. The outgoing modes on the right similarly define $D_R(g)$.

Apply $D(g)$ to the scattering solution with incoming amplitudes $a$. The result has incoming amplitudes $D_L(g)a$ and transmitted amplitudes $D_R(g)ta$. By uniqueness, the latter must equal $tD_L(g)a$. Since $a$ is arbitrary,

$$D_R(g)\,t=t\,D_L(g). \tag{4}$$

Schur's lemma determines what such a matrix can be. Let $\rho$ and $\sigma$ be complex irreps and let $X$ satisfy $\sigma(g)X=X\rho(g)$ for all $g$. If $Xv=0$, then $X\rho(g)v=\sigma(g)Xv=0$, so the kernel of $X$ is invariant. Irreducibility makes it either the whole space or zero. The image is invariant too, because $\sigma(g)Xv=X\rho(g)v$. Hence $X$ is either zero or invertible. If it is invertible, then $\sigma(g)=X\rho(g)X^{-1}$ and the irreps are equivalent; between inequivalent irreps $X=0$. If $\sigma=\rho$, take an eigenvalue $\tau$ of $X$, which exists over the complex numbers. The matrix $X-\tau1$ also commutes with the irrep and has a nonzero kernel, so it vanishes, and $X=\tau1$.

The unitary representations $D_L$ and $D_R$ split into orthogonal irreps, since the orthogonal complement of an invariant subspace is invariant. Label the copies of irrep $\Gamma$ by $\alpha$ on the left and $\beta$ on the right, and its partners by $\mu$, with the same matrices $\Gamma(g)$ in every copy. Each block of (4) satisfies the premise of the lemma, and so

$$t_{\Gamma'\beta\mu',\,\Gamma\alpha\mu}=\delta_{\Gamma'\Gamma}\,\delta_{\mu'\mu}\,(\tau_\Gamma)_{\beta\alpha}. \tag{5}$$

This is the selection rule. With $d_\Gamma$ the dimension of the irrep, it also gives

$$T(0)=\sum_\Gamma d_\Gamma\,\mathrm{Tr}\,\tau_\Gamma^\dagger\tau_\Gamma. \tag{6}$$

Channels of different irreps that happen to have the same $\lambda$ may first appear as mixtures; the splitting just used separates them. Different copies of one irrep may be connected, because $\tau_\Gamma$ need not be diagonal. An $s$-like channel may therefore feed a $p_z$-like one.

In a magnetic junction, suppose that at $\mathbf k=0$ one lead has only $A_1$ channels open for a given spin and the other only $B_2$ channels. Then $T(0)=0$ for that spin, however thin the barrier. Spin-orbit coupling weakens the rule, since at most joint operations on spin and orbit remain symmetries. Let the magnetizations lie along the axis, so that the joint fourfold rotations survive. An $A_1$ state with spin up and an $E$ state of orbital angular momentum $+1$ with spin down then both carry total angular momentum $1/2$, and these rotations no longer separate them. States of $A_1$ and $B_2$ remain separate, because they carry $\pm1/2$ and $\pm3/2$ modulo 4.

Equation (5) says which channels may transmit; the barrier decides how strongly. Its solutions $\lambda^j\varphi$ also carry irrep labels. In an insulating barrier, let $\lambda_\Gamma$ be the factor of largest modulus below one in irrep $\Gamma$, and set $\kappa_\Gamma=-\ln|\lambda_\Gamma|$. One irrep containing a single orbital can be solved in full. Let its hopping between layers be $-w$ throughout the stack, with $w>0$, its level $\varepsilon_B$ in the barrier and $\varepsilon_{L,R}$ in the leads. Then (1) gives

$$\cosh\kappa=\frac{\varepsilon_B-E}{2w},\qquad \cos q_{L,R}=\frac{\varepsilon_{L,R}-E}{2w}. \tag{7}$$

The first relation applies when $\varepsilon_B-E>2w$, the second when the lead channel is open. Put $z_{L,R}=e^{iq_{L,R}}$ with $0<q_{L,R}<\pi$, so that these waves move right.

On the left $\psi_j=z_L^j+\bar r z_L^{-j}$. Equation (1) at layer 0 extends this form to $j=1$, so $\psi_0=1+\bar r$ and $\psi_1=z_L+\bar r/z_L$. Eliminating $\bar r$,

$$\psi_0-z_L\psi_1=1-z_L^2=-2iz_L\sin q_L.$$

On the right $\psi_j=\bar t z_R^{\,j-N-1}$, which extends to $j=N$, so $\psi_{N+1}=\bar t$ and $\psi_N=\bar t/z_R$. Define $S_m=\sinh(m\kappa)/\sinh\kappa$, which obeys the barrier recurrence with $S_0=0$, $S_1=1$ and $S_{-1}=-1$. The barrier solution with these two end values is

$$\psi_j=\bar t\,(z_R^{-1}S_{N+1-j}-S_{N-j}).$$

Insert $\psi_0$ and $\psi_1$ into the left condition and multiply by $z_R$:

$$\bar t\,[S_{N+1}-(z_L+z_R)S_N+z_Lz_RS_{N-1}]=-2iz_Lz_R\sin q_L.$$

The fluxes of unit waves are $2w\sin q_L$ and $2w\sin q_R$, hence $T=|\bar t|^2\sin q_R/\sin q_L$, or

$$T=\frac{4\sin q_L\sin q_R}{|S_{N+1}-(z_L+z_R)S_N+z_Lz_RS_{N-1}|^2}. \tag{8}$$

For a thick barrier $S_m\simeq e^{m\kappa}/(2\sinh\kappa)$, and the denominator factorizes:

$$T\simeq\frac{16\sin q_L\sin q_R\,\sinh^2\!\kappa\;e^{-2(N+1)\kappa}}{|1-z_Le^{-\kappa}|^2\,|1-z_Re^{-\kappa}|^2}. \tag{9}$$

Each added layer multiplies $T$ by $e^{-2\kappa}$. An irrep with several orbitals has the same asymptotic decay if its slowest barrier solution is single, has a real $\lambda_\Gamma$ and couples to both leads.

For numbers, take a model with chosen parameters. Each layer is a square lattice with $a=5$ bohr and orbitals $s,p_z,p_x,p_y,d_{xy},d_{x^2-y^2}$, which contain $2A_1+E+B_2+B_1$. Successive layers are $c=3$ bohr apart, and only adjacent layers are coupled. The hopping between two orbitals is $-K$ times the overlap of normalized Gaussian orbitals with radial factor $e^{-\alpha r^2}$, where $K=0.2$ hartree and $\alpha=0.3$ bohr$^{-2}$; lateral displacements beyond $2.2a$ are dropped. Only the positions and shapes of the orbitals enter the hoppings, and none is set to zero because of its irrep. The layer levels are chosen to respect the symmetry, with $p_x$ and $p_y$ equal.

At $E=0$ and $\mathbf k=0$ the layer levels, in hartree and in the order $s,p_z,p_{x,y},d_{xy},d_{x^2-y^2}$, are $0,\,0.6,\,0.01,\,0.005,\,0.02$ on the left; $0.02,\,0.6,\,-0.01,\,-0.01,\,-0.03$ on the right; and $0.15,\,1.2,\,0.4,\,0.5,\,0.4$ in the barrier. The barrier has $N=3$ layers. The lead modes come from the numerical eigenvalue problem for $\lambda$, and $t$ from the linear equations that match them across the barrier.

With the barrier atoms on top of the lead atoms, the transmissions summed over partners are

$$T_{A_1}=5.21\times10^{-3},\quad T_{B_1}=4.51\times10^{-4},$$
$$T_E=5.60\times10^{-6},\quad T_{B_2}=6.05\times10^{-8}.$$

Every entry between different irreps is below $10^{-20}$, numerically zero. By (6), each $E$ partner contributes half of $T_E$, or $2.80\times10^{-6}$.

The $B_2$ value can be followed by hand. For displacement $R$ along its axis, the overlap of two normalized $p$-type Gaussian factors is $(1-\alpha R^2)e^{-\alpha R^2/2}$. A $d_{xy}$ orbital has one such factor in $x$ and one in $y$. The lateral sum in each direction is, to the accuracy needed,

$$1+2(1-7.5)e^{-3.75}=0.694.$$

The vertical factor is $e^{-\alpha c^2/2}=e^{-1.35}=0.259$, so $w=0.2\times0.259\times0.694^2\simeq0.0250$ hartree. Equation (7) gives $\cosh\kappa=0.5/0.0500\simeq10.0$ and $\kappa\simeq2.99$. The leads have $\cos q_L\simeq0.10$ and $\cos q_R\simeq-0.20$, so $\sin q_L\sin q_R\simeq0.975$. With $\sinh^2\kappa\simeq99.1$, $e^{-8\kappa}\simeq3.97\times10^{-11}$ and a denominator of about $1.015$, equation (9) yields

$$T_{B_2}\simeq\frac{16\times0.975\times99.1\times3.97\times10^{-11}}{1.015}\simeq6.05\times10^{-8},$$

in agreement with the full calculation.

The complex bands of the barrier give $\kappa=1.121,\,1.473,\,2.353,\,2.994$ per layer for $A_1,B_1,E,B_2$. Half the logarithm of $T(N=6)/T(N=7)$ gives the same values to within about $10^{-4}$. An extra layer therefore leaves a fraction $e^{-2.243}=0.106$ of the $A_1$ transmission but only $0.0025$ of the $B_2$ transmission. This order follows from the chosen levels and hoppings; symmetry alone does not make $A_1$ the slowest to decay.

Now move the whole barrier sideways so that its atoms lie over the centres of the lead squares. A rotation about a lead atom takes each barrier atom to another barrier atom, so the common fourfold axis survives. The cross terms remain below $10^{-20}$, although $T_{A_1}$ falls to $3.36\times10^{-4}$, about sixteen times less than before. Symmetry fixes the zeros and leaves the allowed magnitudes free.

A shift by $(0.2,0.1)a$ destroys the common axis, while each lead and the barrier keep fourfold axes of their own. The transmission from $A_1$ is then $2.74\times10^{-3}$ into $A_1$, $4.7\times10^{-4}$ into $E$, $7.0\times10^{-5}$ into $B_1$ and $1.6\times10^{-5}$ into $B_2$. Inside the barrier the irreps about its own axis are still separate, so the conversion takes place at the interfaces. If only one decaying barrier solution reached the far interface with appreciable amplitude, $t$ would have rank one, and $T_{A_1\to A_1}T_{E\to E}$ would equal $T_{A_1\to E}T_{E\to A_1}$. With $T_{E\to E}=2.7\times10^{-4}$ and $T_{E\to A_1}=4.2\times10^{-4}$, the products are $7.4\times10^{-7}$ and $2.0\times10^{-7}$. More than one barrier solution must contribute at this thickness.

To isolate the selection rule, use leads with one open irrep: the open level is at $0$ for $A_1$ and $0.01$ hartree otherwise, and all other lead levels are at $0.6$ hartree. With the on-top barrier, an $s$-like $A_1$ lead transmits $4.76\times10^{-3}$ into a like lead and $5.54\times10^{-3}$ into a $p_z$-like lead. The orbital name is no barrier to transmission when the irrep is the same.

At a general $\mathbf k$, equation (3) relates different wavevectors instead of imposing a commutator. Only operations that leave $\mathbf k$ unchanged, up to a reciprocal lattice vector, still impose one: a mirror when $\mathbf k$ lies in its plane or on a zone edge parallel to that plane, both axial mirrors and the twofold rotation at an edge centre such as $(\pi/a,0)$, or the whole group at the zone corner $(\pi/a,\pi/a)$. Let $\Pi(\mathbf k)$ project onto the right-moving open modes along the right-decaying ones. Near $\mathbf k=0$ it is smooth, provided that $E$ is away from channel thresholds and that a half-infinite piece of the lead, extending to the right, has no surface state at $E$. It satisfies $D(g)\Pi(\mathbf k)D(g)^\dagger=\Pi(g\mathbf k)$. Applying it to the modes at $\mathbf k=0$, and multiplying by the inverse square root of their flux matrix, gives smooth normalized modes with $D(g)\Phi(\mathbf k)=\Phi(g\mathbf k)D_L(g)$. The argument that led to (4) now gives

$$t(g\mathbf k)=D_R(g)\,t(\mathbf k)\,D_L(g)^\dagger. \tag{10}$$

For an $A_1$ channel on the left and one irrep $\Gamma$ on the right, $t(\mathbf k)$ must transform as $\Gamma$. It can be expanded in powers of $\mathbf k$ if, in addition, the junction has no bound state at $E$ for $\mathbf k=0$, so that the matching equations stay invertible there. The constant term is invariant, the linear terms $(k_x,k_y)$ form $E$, and the quadratic terms divide into $k_x^2+k_y^2$ in $A_1$, $k_x^2-k_y^2$ in $B_1$ and $k_xk_y$ in $B_2$. To lowest order,

$$t_E=\eta\binom{k_x}{k_y},\quad t_{B_1}=\beta(k_x^2-k_y^2),\quad t_{B_2}=\gamma k_xk_y. \tag{11}$$

Unless a coefficient happens to vanish, $T$ grows as $k^2$ into $E$ and as $k^4$ into $B_1$ and $B_2$. The absence of a bound state matters. An interface state of irrep $E$ at the energy $E$ couples to an $A_1$ and to a $B_1$ channel in proportion to $k$, while its width and shift grow as $k^2$, so $T$ from $A_1$ into $B_1$ along $[10]$ tends to a nonzero constant as $k\to0$. A state close to that energy confines the power laws to a correspondingly small range of $k$. Some lines of zeros survive at finite $k$. For $\mathbf k$ along $[10]$ the mirror $y\to-y$ leaves $\mathbf k$ unchanged; $A_1$ is even under it and $B_2$ odd, so (10) gives $t_{B_2}=-t_{B_2}=0$. Along $[11]$ the mirror exchanging $x$ and $y$ forbids $B_1$ in the same way.

When $k$ doubles from $0.004$ to $0.008$ bohr$^{-1}$, the transmission into $E$ along $[10]$ rises from $3.31\times10^{-7}$ to $1.32\times10^{-6}$, a factor of $4.00$. Into $B_1$ along $[10]$ it rises from $1.52\times10^{-11}$ to $2.43\times10^{-10}$, and into $B_2$ along $[11]$ from $5.31\times10^{-12}$ to $8.50\times10^{-11}$, both by a factor of $16.0$. The first value gives $|\eta|^2=3.31\times10^{-7}/0.004^2=0.0207$ bohr$^2$.

The conductance at low temperature and small bias, per in-plane cell and spin, is $e^2/h$ times the mean of $T(\mathbf k)$ over the two-dimensional Brillouin zone. A zero at one point does not make this mean vanish. On a grid of $32\times32$ wavevectors, the mean from the $A_1$ lead is $3.53\times10^{-3}$ into $A_1$, $7.3\times10^{-4}$ into $E$, $1.8\times10^{-4}$ into $B_1$ and $2.0\times10^{-5}$ into $B_2$. On a $16\times16$ grid the first two agree to the digits given, while the last is about $3\%$ lower.

The junction with an $E$ lead thus carries about a fifth of the conductance of the $A_1$ junction, despite its zero at $\mathbf k=0$. Its largest transmission on the finer grid is $1.35\times10^{-3}$. The law $|\eta|^2k^2$ would reach that value at $k=\sqrt{1.35\times10^{-3}/0.0207}\simeq0.26$ bohr$^{-1}$, about $0.4$ of the distance $\pi/a$ to the zone edge, so it cannot describe the whole zone. How well a junction filters therefore cannot be read from the selection rule at $\mathbf k=0$ alone; the transmission over the rest of the zone counts as well.
